# Shape anisotropy of a square-lattice dipole monolayer and its continuum value

## Problem

Equal magnetic moments \(m\), all parallel, occupy an infinite square lattice of constant \(a\). Treat them as point dipoles and use Gaussian units. The magnetization makes an angle \(\theta\) with the film normal. Define the shape anisotropy as the perpendicular energy minus the in-plane energy, so that a positive value favours in-plane magnetization.

1. Find the dipolar energy per site as a function of direction, in terms of one lattice sum.
2. Find the anisotropy of a uniform film of thickness \(t\) with the same moment per area. Form the ratio of the lattice result to this one.
3. Evaluate the ratio for \(t=a\) by a rapidly converging method.
4. Stack \(N\) such layers into a simple cubic film of spacing \(a\). What becomes of the difference between lattice and continuum?
5. Take \(a=t=0.30\) nm and \(m=2.5\,\mu_B\). Give the anisotropies per area, and estimate the effects of interface anisotropy, a finite diameter of 30 nm and a temperature of 300 K.

## Solution

### 1. Energy of the lattice

Two parallel dipoles separated by \(\mathbf r\) have energy \([m^2-3(\mathbf m\cdot\hat{\mathbf r})^2]/r^3\). Each pair is shared by two sites, so the energy per site carries a factor \(1/2\). With lengths in units of \(a\),

\[
E=\frac{1}{2a^3}\sum_{(i,j)\ne(0,0)}\frac{m^2-3(\mathbf m\cdot\hat{\mathbf r})^2}{r^3},
\qquad r^2=i^2+j^2 .
\]

The self term is excluded. Beyond a large radius \(R\) the sum of \(1/r^3\) is approximately \(\int_R^\infty 2\pi\rho\,d\rho/\rho^3=2\pi/R\), so the sum converges absolutely. Define

\[
S=\sum_{(i,j)\ne(0,0)}\frac{1}{(i^2+j^2)^{3/2}} .
\]

A quarter turn exchanges \(x^2\) and \(y^2\), and a reflection reverses the sign of \(xy\). Therefore

\[
\sum\frac{x^2}{r^5}=\sum\frac{y^2}{r^5}=\frac S2,\qquad \sum\frac{xy}{r^5}=0 .
\]

The in-plane part of \(\mathbf m\) has length \(m\sin\theta\), so \(\sum(\mathbf m\cdot\mathbf r)^2/r^5=m^2\sin^2\theta\,S/2\) for every azimuth. Hence

\[
E(\theta)=\frac{m^2S}{2a^3}\left(1-\frac32\sin^2\theta\right).
\]

The two limiting energies are \(E(0)=m^2S/(2a^3)\) and \(E(\pi/2)=-m^2S/(4a^3)\), which gives

\[
K=E(0)-E(\pi/2)=\frac{3S}{4}\frac{m^2}{a^3}.
\]

### 2. Energy of the continuum

The film has \(M=m/(a^2t)\). For perpendicular magnetization its faces carry surface charges \(\pm M\). Each face produces a field of size \(2\pi M\), and between the faces both fields oppose \(\mathbf M\). Thus \(H=-4\pi M\), and the energy density is \(-\tfrac12\mathbf M\cdot\mathbf H=2\pi M^2\).

For in-plane magnetization the charge sits on the rim. In a disc of radius \(R\) the rim charge density is \(M\cos\varphi\), and the field at the centre is

\[
H=-\int_0^{2\pi}\frac{M\cos\varphi\;tR\,d\varphi}{R^2}\cos\varphi=-\frac{\pi Mt}{R},
\]

which vanishes for a wide film. The continuum anisotropy per site, whose volume is \(a^2t\), is therefore

\[
K_c=2\pi M^2a^2t=\frac{2\pi m^2}{a^2t},
\qquad
\frac{K}{K_c}=\frac{3S}{8\pi}\,\frac ta .
\]

The ratio depends on the thickness assigned to the monolayer. The energy \(K\) does not know \(t\); the continuum energy does, because \(m\) and \(a\) are held fixed while \(M\) changes.

### 3. The lattice sum

Direct summation is slow. The sites within \(R=10\) give 8.408, and the tail estimate \(2\pi/10=0.628\) raises this to 9.036. For a better value, use

\[
\int_0^\infty u^{1/2}e^{-\pi ur^2}du=\frac{\Gamma(3/2)}{(\pi r^2)^{3/2}}=\frac{1}{2\pi r^3}.
\]

Summing over the sites gives

\[
\frac{S}{2\pi}=\int_0^\infty u^{1/2}[\Phi(u)-1]\,du,
\qquad \Phi(u)=\sum_{i,j}e^{-\pi u(i^2+j^2)},
\]

where the \(-1\) removes the origin.

The integrand is awkward at small \(u\), where many sites contribute. To cure this, expand the periodic function \(\sum_n e^{-\pi u(x+n)^2}\) in a Fourier series. Its coefficients are

\[
\int_{-\infty}^{\infty}e^{-\pi ux^2-2\pi ikx}dx=u^{-1/2}e^{-\pi k^2/u}.
\]

Setting \(x=0\) gives \(\sum_n e^{-\pi un^2}=u^{-1/2}\sum_k e^{-\pi k^2/u}\). The square of this identity is \(\Phi(1/u)=u\,\Phi(u)\).

Now substitute \(u=1/v\) in the interval from 0 to 1:

\[
\int_0^1u^{1/2}[\Phi(u)-1]du=\int_1^\infty v^{-5/2}[v\Phi(v)-1]dv
\]
\[
=\int_1^\infty v^{-3/2}[\Phi(v)-1]dv+\int_1^\infty\left(v^{-3/2}-v^{-5/2}\right)dv .
\]

The last integral is \(2-\tfrac23=\tfrac43\). Consequently

\[
S=2\pi\left[\frac43+\sum_{(i,j)\ne(0,0)}(A_r+B_r)\right],
\]
\[
A_r=\int_1^\infty u^{1/2}e^{-cu}du,\qquad
B_r=\int_1^\infty u^{-3/2}e^{-cu}du,\qquad c=\pi r^2 .
\]

Let \(J=\int_1^\infty u^{-1/2}e^{-cu}du=\sqrt{\pi/c}\,\mathrm{erfc}\sqrt c\), obtained by substituting \(w=\sqrt{cu}\). Integration by parts gives

\[
A_r=\frac{e^{-c}}{c}+\frac{J}{2c},\qquad B_r=2e^{-c}-2cJ .
\]

For \(t=a\) the ratio becomes

\[
\frac{K}{K_c}=\frac{3S}{8\pi}=1+\frac34\sum_{(i,j)\ne(0,0)}(A_r+B_r).
\]

Both integrands are positive, so the lattice value exceeds the continuum value. The first two shells have four sites each:

- \(r^2=1\): \(4\cdot\tfrac34(0.015695+0.009843)=0.07661\).
- \(r^2=2\): \(4\cdot\tfrac34(0.000319+0.000245)=0.00169\).

The next shell adds about \(2\times10^{-6}\). Thus

\[
S=9.0336,\qquad \frac{K}{K_c}=1.0783\qquad(t=a).
\]

In units of \(m^2/a^3\), the lattice anisotropy is 6.775 and the continuum value is \(2\pi=6.283\). If the same monolayer were assigned \(t=a/2\), the ratio would be 0.539. The 8% excess therefore belongs to the convention \(t=a\).

### 4. Several layers

Set \(a=m=1\). For perpendicular moments, a layer at height \(p\) contributes the sum

\[
L_p=\sum_{i,j}\frac{1-3p^2/r^2}{r^3},\qquad r^2=i^2+j^2+p^2 .
\]

Each term is \(-\partial_z^2(1/r)\) at \(z=p\). The in-plane Fourier transform of \(1/r\) is \(2\pi e^{-kz}/k\) for \(z>0\): Laplace's equation requires the decay \(e^{-kz}\), and the field \(2\pi\delta(\boldsymbol\rho)\) just above a unit charge in the plane fixes the prefactor. The transform of each term is thus \(-2\pi ke^{-kz}\). Poisson summation turns the site sum into a sum over reciprocal vectors:

\[
L_p=-\sum_{\mathbf G}2\pi G\,e^{-Gp},\qquad G=2\pi\sqrt{i^2+j^2}.
\]

The \(G=0\) term vanishes, and the rest decay exponentially. Numerically, \(L_1=-0.3275\) and \(L_2=-0.0006\). The negative sign means that an adjacent layer, taken as a whole, favours the normal. Its sites at lateral distance below \(\sqrt2\,p\) have \(3p^2/r^2>1\) and favour the normal, those farther out oppose it, and the near sites slightly outweigh the distant ones.

The dipole tensor has zero trace. By fourfold symmetry, each in-plane sum is therefore \(-L_p/2\), and the perpendicular-minus-in-plane difference is \(3L_p/2\). With the factor \(1/2\) for shared pairs, and \(N-p\) layer pairs at separation \(p\), the anisotropy per column of \(N\) sites is

\[
K_N=\frac34\left[NS+2\sum_{p=1}^{N-1}(N-p)L_p\right].
\]

The bulk limit follows from the field at a site deep in a thick, much wider slab. Draw a large sphere around the site. The dipoles inside it give no field there, since cubic symmetry makes \(\sum x^2/r^5=\sum y^2/r^5=\sum z^2/r^5\). The distant dipoles act as a continuum slab with a spherical hole.

A uniformly magnetized sphere is equivalent to two slightly displaced balls of opposite charge. The field inside a ball of charge density \(\rho\) is \(4\pi\rho\mathbf r/3\), so the displaced pair gives \(-4\pi\mathbf M/3\). Removing the sphere from the slab leaves \(-4\pi M+4\pi M/3=-8\pi M/3\). Here \(M=1\), and the perpendicular dipole sum is minus this field:

\[
S+2\sum_{p=1}^\infty L_p=\frac{8\pi}{3}.
\]

For a thick film, up to exponentially small terms,

\[
K_N=2\pi N-\frac32\sum_{p=1}^\infty pL_p=2\pi N+0.493 .
\]

The excess is a surface term. The monolayer excess, \(-\tfrac32\sum L_p=0.492\), is almost the same because \(L_1\) dominates both sums. A monolayer has a larger anisotropy per site than the bulk because it lacks the adjacent layers, whose net effect favours the normal. The ratio to the continuum falls from 1.078 for one layer to 1.039, 1.026 and 1.008 for two, three and ten layers.

### 5. Numbers and neglected effects

With \(\mu_B=9.274\times10^{-21}\) erg/G,

\[
M=\frac{2.5\,\mu_B}{(0.30\times10^{-7}\,\mathrm{cm})^3}=859\ \mathrm{emu/cm^3}.
\]

The continuum anisotropy per area is \(2\pi M^2t=0.139\) erg/cm². The lattice value is \(1.0783\) times this, or \(0.150\) erg/cm² (0.150 mJ/m²), equivalent to 0.084 meV per site.

**Interface anisotropy.** The free layer of a perpendicular magnetic tunnel junction is roughly 1 nm thick, so the monolayer is thinner than such a layer. Three model layers span 0.9 nm, where the lattice correction is 2.6% for simple cubic stacking. Its size and sign depend on the structure: in a bcc (001) film of iron's lattice constant, with each plane counted as half a lattice constant thick, the lattice value near this thickness is 6 to 7% below the continuum value. Real devices also break the assumption of purely dipolar anisotropy. A rough interface spin-orbit anisotropy of 1 erg/cm² favouring the normal is 6.7 times the monolayer's dipolar term. The net perpendicular anisotropy is then \(1-0.150=0.850\) erg/cm², compared with \(0.861\) from the continuum estimate. The correction that is 8% of the shape term is about 1% of this net value; it would weigh more if the two anisotropies nearly cancelled.

**Finite diameter.** A disc of radius \(50a\), centred on a site, contains \(N_s=7845\) moments. Its fourfold symmetry gives \(K_{\rm disc}=(3/4N_s)\sum_{i\ne j}r_{ij}^{-3}\) in units of \(m^2/a^3\). Summing all pairs gives 0.949 of the infinite-lattice value.

For a continuum disc of equal area, let \(N_z\) be the perpendicular demagnetizing factor, normalized so that the three factors sum to one. Each in-plane factor is \((1-N_z)/2\), so the anisotropy density is \(2\pi M^2(3N_z-1)/2\). The transform of a charged face is \(2\pi MRJ_1(kR)/k\), where \(J_1\) is a Bessel function. Combining it with the Coulomb transform \(2\pi e^{-kz}/k\) for the two faces gives

\[
N_z=\frac{2R}{t}\int_0^\infty\frac{J_1^2(q)}{q^2}\left(1-e^{-qt/R}\right)dq .
\]

Numerical integration gives an anisotropy 0.948 of the wide-film value. Both descriptions lose about 5% at the edge, and their ratio for the disc is 1.080.

**Temperature.** Include the rough interface anisotropy above. The net perpendicular anisotropy is then \(\kappa=0.478\) meV per site. Take the spin as \(s=m/(2\mu_B)=1.25\). For small tilts, \(\kappa\sin^2\theta\simeq2\kappa(1-\cos\theta)\). One magnon lowers the total spin projection by one, so \(\sum(1-\cos\theta)=1/s\), and the gap is \(\Delta=2\kappa/s=0.764\) meV.

With energy \(\Delta+Dq^2\) and a rough stiffness \(D=3\) meV nm², the number of magnons per site is

\[
n=a^2\!\int\!\frac{d^2q}{(2\pi)^2}\frac{1}{e^{(\Delta+Dq^2)/k_BT}-1}
=\frac{a^2k_BT}{4\pi D}\left[-\ln\left(1-e^{-\Delta/k_BT}\right)\right].
\]

At 300 K, \(k_BT=25.85\) meV and \(n=0.218\). Replacing \(Dq^2\) by the nearest-neighbour form \((2D/a^2)(2-\cos q_xa-\cos q_ya)\) and summing over the Brillouin zone gives 0.230. Each magnon removes \(2\mu_B\), so the moment falls by \(2(0.230)/2.5=18\%\).

If fluctuations on different sites are treated as independent, every pair energy scales as the square of the mean moment. Both dipolar anisotropies then fall to about 0.67 of their zero-temperature values, and their ratio is unchanged. This is only a first estimate, because the magnons excited at 300 K make neighbouring moments tilt together. Let \(g(\mathbf r)=a^2\!\int\!\frac{d^2q}{(2\pi)^2}\,n_{\mathbf q}\cos(\mathbf q\cdot\mathbf r)\) be the magnon correlation, with \(n_{\mathbf q}\) the Bose occupation, let \(\sigma=1-n/s\), and let angle brackets denote an average over sites with weight \(1/r^3\). Decoupling the magnon averages in pairs gives the lattice factor \(\sigma^2+\langle g^2\rangle/s^2-\sigma\langle g\rangle/s=0.666+0.019-0.105\approx0.58\). Keeping only terms linear in the magnon number, \(1-2n/s-\langle g\rangle/s\), gives 0.50, so the factor is known only to lie roughly between 0.5 and 0.6. In either case the ratio to a continuum film built from the mean moment is not strictly preserved. The estimate also keeps the interface anisotropy fixed and neglects the wavelength dependence of the dipolar energy. If the gap softens in proportion to the moment while the stiffness stays fixed, the loss of moment rises from 18% to about 20%; if the stiffness also softens in proportion to the moment, the loss reaches 25 to 29%, depending on the relation used between magnon number and moment. The assumed \(D\) is close to that of bulk iron, and a single atomic layer is usually softer. At fixed gap and stiffness the loss is 29% for \(D=2\) meV nm² and 39% for \(D=1.5\) meV nm², and with the latter value the self-consistent estimate has no ordered state at 300 K. The thermal numbers therefore hold only for the assumed stiffness; a real monolayer may not be ferromagnetic at room temperature.

The point-dipole model also omits aspherical spin density within each atom, whose effect is not estimated here.

All numerical values are calculated from the stated model.
